\section*{Thomas precession and the spin–orbit splitting of the hydrogen 2p level, part 1}

(Sections cited here and not found follow in the second part.)

\section{The question}

An electron bound to a proton moves through a static electric field. In the electron's own rest frame the proton is a moving charge and produces a magnetic field. The electron carries a magnetic moment tied to its spin, the field exerts a torque on it, and the spin precesses. In the quantum theory the same coupling splits the $2p$ level of hydrogen into two. The measured interval is roughly $0.37~\mathrm{cm^{-1}}$ (a rough size only), while the magnetic torque alone, as computed below, gives $0.73~\mathrm{cm^{-1}}$. The missing piece is kinematic. The electron is accelerated, so its rest frame is a different inertial frame at each instant, and a gyroscope carried along a curved path turns relative to the laboratory description even when no torque acts. This turning is the Thomas precession. It runs opposite to the magnetic precession, and its effect is to replace the factor $g$ of the magnetic moment by $g-1$. The replacement is a factor one half only when $g=2$.

\section{Conventions, assumptions and theorem}

The algebra uses Hartree atomic units, $\hbar=m_e=e=1$, with Gaussian fields, so that the speed of light is $c=1/\alpha$, the electron charge is $-1$, and a charge $q$ feels the force $q(\mathbf E+\mathbf v\times\mathbf B/c)$. Events are columns $(ct,x,y,z)$ with indices $0,1,2,3$ and metric $\eta=\mathrm{diag}(1,-1,-1,-1)$. The electron has position $\mathbf r$, velocity $\mathbf v=c\boldsymbol\beta$ and acceleration $\mathbf a=d\mathbf v/dt$ in the laboratory, and $\gamma=(1-\beta^2)^{-1/2}$. A vector obeying $d\mathbf s/dt=\boldsymbol\omega\times\mathbf s$ turns about $\boldsymbol\omega$ in the right-handed sense at the rate $|\boldsymbol\omega|$.

The pure boost $\Lambda(\boldsymbol\beta)$ is the symmetric matrix
\begin{equation}
\Lambda_{00}=\gamma,\qquad \Lambda_{0i}=\Lambda_{i0}=-\gamma\beta_i,\qquad \Lambda_{ij}=\delta_{ij}+k\,\beta_i\beta_j,\qquad k=\frac{\gamma-1}{\beta^2}.
\label{eq:boost}
\end{equation}
It converts laboratory components into components in the frame that moves with velocity $\mathbf v$. The frame reached by $\Lambda(\boldsymbol\beta(t))$ is called the standard rest frame at time $t$, and $\mathbf s(t)$ denotes the three components of the spin in it.

\paragraph{Assumptions.}
(A1) The proton is a fixed point charge without magnetic moment. The laboratory field is $\mathbf E=\mathbf r/r^3$, $\mathbf B=0$, and the potential energy of the electron is $V=-1/r$.

(A2) The electron has the magnetic moment $\boldsymbol\mu=-g\,\mathbf s/2c$ in its rest frame and no electric dipole moment. The number $g$ is an input.

(A3) Call a chain of inertial frames non-rotating if each is a rest frame of the electron at its instant and each follows from the previous one by an infinitesimal pure boost. In such a chain the spin obeys the ordinary torque law $d\mathbf s_F/d\tau=\boldsymbol\mu\times\mathbf B_F$, where $\tau$ is proper time and the subscript $F$ marks components in the chain. This says that a slow observer who changes velocity slightly, without turning his axes, finds Newtonian mechanics.

(A4) The orbit is that of a point charge. The force of the field on the magnetic moment is of order $1/c^2$ and is dropped in the classical statements, where it would enter the precession rate at order $1/c^4$ during one orbit.

(A5) The quantum Hamiltonian is the one whose Heisenberg equation for the spin operator $\mathbf S$ reproduces the classical equation for $\mathbf s$ at order $1/c^2$, with $\mathbf r\times\mathbf v$ replaced by the operator $\mathbf L$. Energies are computed to first order in $1/c^2$.

\paragraph{Theorem.}
(a) Under (A3), with no torque and for any motion, $d\mathbf s/dt=\boldsymbol\omega_T\times\mathbf s$ with
\begin{equation}
\boldsymbol\omega_T=\frac{\gamma^2}{\gamma+1}\,\frac{\mathbf a\times\mathbf v}{c^2}=\frac{\mathbf a\times\mathbf v}{2c^2}\left[1+O(\beta^2)\right].
\label{eq:thma}
\end{equation}
(b) Under (A1)--(A4), to order $1/c^2$, the spin precesses at
\begin{equation}
\boldsymbol\omega=(g-1)\,\frac{\mathbf L}{2c^2r^3},
\label{eq:thmb}
\end{equation}
where the term in $g$ is the magnetic (Larmor) precession and the term $-1$ is the Thomas precession. With (A5) the spin--orbit energy is $H_{SO}=(g-1)\,\mathbf L\cdot\mathbf S/(2c^2r^3)$.

(c) Under (A1)--(A5) with $g=2$,
\begin{equation}
E(2p_{3/2})-E(2p_{1/2})=\frac{1}{32c^2}\ \text{hartree},
\label{eq:thmc}
\end{equation}
which is $4.528\times10^{-5}$ eV or $0.365~\mathrm{cm^{-1}}$. Without the Thomas term the result is twice as large.

\section{The Thomas precession}

\paragraph{Lemma 1.} The matrix \eqref{eq:boost} preserves the interval, takes the four-velocity of the electron to rest and has the inverse $\Lambda(-\boldsymbol\beta)$. For a spatial rotation $O$, $\Lambda(O\boldsymbol\beta)=O\Lambda(\boldsymbol\beta)O^{T}$. Further,
\begin{equation}
k=\frac{\gamma^2}{\gamma+1}=\frac12+\frac38\beta^2+O(\beta^4).
\label{eq:k}
\end{equation}

\emph{Proof.} The entries of \eqref{eq:boost} are built from the vector $\boldsymbol\beta$, the scalar $\beta^2$ and $\delta_{ij}$, so rotating $\boldsymbol\beta$ rotates the rows and columns, which is the covariance statement. It allows the choice $\boldsymbol\beta=\beta\hat{\mathbf x}$. Then $\Lambda_{11}=1+k\beta^2=\gamma$, and the transformation is $ct'=\gamma(ct-\beta x)$, $x'=\gamma(x-\beta ct)$, $y'=y$, $z'=z$. The interval is preserved because
\begin{equation}
c^2t'^2-x'^2=\gamma^2\left[(ct-\beta x)^2-(x-\beta ct)^2\right]=\gamma^2(1-\beta^2)(c^2t^2-x^2).
\end{equation}
The unit four-velocity $\gamma(1,\beta,0,0)$ goes to $(\gamma^2(1-\beta^2),\,\gamma^2(\beta-\beta),0,0)=(1,0,0,0)$. The product of the $2\times2$ blocks for $\beta$ and $-\beta$ has diagonal entries $\gamma^2(1-\beta^2)=1$ and off-diagonal entries $\gamma^2(\beta-\beta)=0$. From the definition of $\gamma$, $\beta^2=(\gamma^2-1)/\gamma^2$, so $k=\gamma^2(\gamma-1)/(\gamma^2-1)=\gamma^2/(\gamma+1)$. The binomial series $\gamma=1+\beta^2/2+3\beta^4/8+\dots$ divided as in \eqref{eq:boost} gives the expansion. $\square$

\paragraph{Lemma 2.} Let $F(t)$ be the Lorentz matrix from the laboratory to a non-rotating chain and $\Lambda(t)=\Lambda(\boldsymbol\beta(t))$. Then $R=\Lambda F^{-1}$ is a spatial rotation, $\mathbf s=R\,\mathbf s_F$, and $dR\,R^{-1}$ equals the spatial $3\times3$ block of $M=d\Lambda\,\Lambda^{-1}$.

\emph{Proof.} Both $F$ and $\Lambda$ take the four-velocity to $e_0=(1,0,0,0)$, so $Re_0=e_0$, and the first column of $R$ is $e_0$. As a product of Lorentz matrices $R$ obeys $R^T\eta R=\eta$. The $(0,j)$ entries of this relation give $R_{0j}=0$, and the $(i,j)$ entries then say that the spatial block is orthogonal. With $F=\Lambda$ at the initial time the determinant is $+1$ by continuity. The spin has components $(0,\mathbf s_F)$ in the chain, and $R$ converts components in the chain to components in the standard frame, so $\mathbf s=R\,\mathbf s_F$. Differentiating $\Lambda=RF$ and multiplying on the right by $\Lambda^{-1}=F^{-1}R^{-1}$ gives
\begin{equation}
M=d\Lambda\,\Lambda^{-1}=dR\,R^{-1}+R\,(dF\,F^{-1})\,R^{-1}.
\label{eq:split}
\end{equation}
By the definition of the chain, $F+dF=\Lambda(\boldsymbol\epsilon)F$ with infinitesimal $\boldsymbol\epsilon$. To first order \eqref{eq:boost} gives $\Lambda(\boldsymbol\epsilon)-1$ the entries $-\epsilon_i$ at $(0,i)$ and $(i,0)$ and zeros elsewhere. Conjugation with $R$ replaces $\boldsymbol\epsilon$ by $R\boldsymbol\epsilon$ and leaves the spatial block zero. The first term of \eqref{eq:split} is purely spatial. Hence the spatial block of $M$ is $dR\,R^{-1}$. $\square$

\paragraph{Lemma 3.} Choose axes with $\boldsymbol\beta=\beta\hat{\mathbf x}$ and $d\boldsymbol\beta=\delta_\parallel\hat{\mathbf x}+\delta_\perp\hat{\mathbf y}$. In the rows and columns $(t,x,y)$, to first order,
\begin{equation}
M=\begin{pmatrix}0&-\gamma^2\delta_\parallel&-\gamma\delta_\perp\\ -\gamma^2\delta_\parallel&0&\kappa_0\delta_\perp\\ -\gamma\delta_\perp&-\kappa_0\delta_\perp&0\end{pmatrix},\qquad \kappa_0=\frac{\gamma-1}{\beta},
\label{eq:M}
\end{equation}
and the $z$ row and column vanish.

\emph{Proof.} The $z$ entries of $\Lambda$ do not change, since $\beta_z=d\beta_z=0$. First-order changes add, so the two parts of $d\boldsymbol\beta$ are treated separately. By Lemma 1,
\begin{equation}
\Lambda^{-1}=\begin{pmatrix}\gamma&\gamma\beta&0\\ \gamma\beta&\gamma&0\\ 0&0&1\end{pmatrix}.
\end{equation}
For the parallel part, $d\gamma=\gamma^3\beta\,\delta_\parallel$ and $d(\gamma\beta)=(\gamma+\gamma^3\beta^2)\delta_\parallel=\gamma^3(\gamma^{-2}+\beta^2)\delta_\parallel=\gamma^3\delta_\parallel$. Only the $(t,x)$ block changes, and
\begin{equation}
\gamma^3\delta_\parallel\begin{pmatrix}\beta&-1\\-1&\beta\end{pmatrix}\gamma\begin{pmatrix}1&\beta\\ \beta&1\end{pmatrix}=\gamma^4\delta_\parallel\begin{pmatrix}0&\beta^2-1\\ \beta^2-1&0\end{pmatrix}=-\gamma^2\delta_\parallel\begin{pmatrix}0&1\\1&0\end{pmatrix}.
\end{equation}
For the perpendicular part, $\beta^2$ changes only by $\delta_\perp^2$, so $\gamma$ and $k$ are unchanged at first order. The entries that change are $\Lambda_{ty}=\Lambda_{yt}=-\gamma\delta_\perp$ and $\Lambda_{xy}=\Lambda_{yx}=k\beta\delta_\perp=\kappa_0\delta_\perp$, while $\Lambda_{yy}-1=k\delta_\perp^2$ is of second order. Thus
\begin{equation}
d\Lambda=\delta_\perp\begin{pmatrix}0&0&-\gamma\\0&0&\kappa_0\\-\gamma&\kappa_0&0\end{pmatrix}.
\end{equation}
The first two rows pick out the last row of $\Lambda^{-1}$, giving $M_{ty}=-\gamma\delta_\perp$ and $M_{xy}=\kappa_0\delta_\perp$. The last row gives
\begin{align}
M_{yt}/\delta_\perp&=-\gamma^2+\kappa_0\gamma\beta=-\gamma^2+\gamma(\gamma-1)=-\gamma,\\
M_{yx}/\delta_\perp&=-\gamma^2\beta+\kappa_0\gamma=\frac{-\gamma^2\beta^2+\gamma^2-\gamma}{\beta}=\frac{1-\gamma}{\beta}=-\kappa_0,
\end{align}
where $\gamma^2(1-\beta^2)=1$ was used in the second line, and $M_{yy}=0$. $\square$

\emph{Proof of part (a).} With no torque, (A3) makes $\mathbf s_F$ constant, so $d\mathbf s=dR\,\mathbf s_F=dR\,R^{-1}\mathbf s$. Lemmas 2 and 3 give $ds_x=\kappa_0\delta_\perp s_y$, $ds_y=-\kappa_0\delta_\perp s_x$, $ds_z=0$. A rotation by the small angle $d\varphi$ about $\hat{\mathbf z}$ has $d\mathbf s=d\varphi\,\hat{\mathbf z}\times\mathbf s$, that is $ds_x=-d\varphi\,s_y$ and $ds_y=d\varphi\,s_x$. Comparison gives $d\varphi=-\kappa_0\delta_\perp$. Since $d\boldsymbol\beta\times\boldsymbol\beta=\delta_\perp\beta\,\hat{\mathbf y}\times\hat{\mathbf x}=-\beta\delta_\perp\hat{\mathbf z}$, the rotation vector is
\begin{equation}
d\varphi\,\hat{\mathbf z}=-\frac{\gamma-1}{\beta}\,\delta_\perp\hat{\mathbf z}=k\;d\boldsymbol\beta\times\boldsymbol\beta .
\end{equation}
This form does not refer to the axes. Dividing by $dt$, with $d\boldsymbol\beta/dt=\mathbf a/c$, and using \eqref{eq:k} gives \eqref{eq:thma}. $\square$

\paragraph{Remark 1.} The velocity turns in the laboratory by $d\theta=\delta_\perp/\beta$, so
\begin{equation}
d\varphi=-(\gamma-1)\,d\theta .
\label{eq:turn}
\end{equation}
The spin turns against the velocity. Straight-line motion gives no precession however large the acceleration, and for a given turning of the velocity the angle grows without bound as $\beta\to1$. Equation \eqref{eq:turn} has a direct reading. In the standard frame the laboratory moves with $-\mathbf v$, a direction that turns by $d\theta$, while the gyroscope turns by $-(\gamma-1)d\theta$. Relative to the gyroscope the direction of travel therefore turns by $\gamma\,d\theta$, more than the laboratory records.

\paragraph{Remark 2.} On a circle at constant speed \eqref{eq:turn} integrates to $-2\pi(\gamma-1)$ per turn. After a full turn the velocity, and with it the standard frame, is back at its starting value, so the final orientation of the spin is compared with the initial one in a single inertial frame. Axes that turn with the velocity would change the accumulated angle by a whole turn but leave this comparison unchanged. For the round value $\beta=0.6$, $\gamma=1.25$ and the angle is $-2\pi\times0.25=-1.57080$ rad. The numerical check multiplies 2000 finite pure boosts round the circle, with no use of the formula, finds $-1.57079$ rad, and asserts agreement within $10^{-4}$ rad. It also tests \eqref{eq:M} in exact rational arithmetic at three speeds and \eqref{eq:thma} by finite differences for random directions.

\section{The electron in the Coulomb field}

\paragraph{Lemma 4.} If the laboratory field is purely electric, the magnetic field in the standard rest frame is $\mathbf B'=-\gamma\,\boldsymbol\beta\times\mathbf E$.

\emph{Proof.} Define the antisymmetric matrix $\mathcal F^{i0}=E_i$, $\mathcal F^{0i}=-E_i$, $\mathcal F^{ij}=-\epsilon_{ijk}B_k$. For a test charge with four-velocity $U^\mu=\gamma_u(c,\mathbf u)$, so that $U_\mu=\gamma_u(c,-\mathbf u)$, the spatial components of $(q/c)\mathcal F^{\mu\nu}U_\nu$ are $(q/c)\gamma_u(cE_i+\epsilon_{ijk}u_jB_k)=\gamma_u q(\mathbf E+\mathbf u\times\mathbf B/c)_i$, and the time component is $\gamma_uq\,\mathbf E\cdot\mathbf u/c$. These are the rates of change of momentum and of energy over $c$ per proper time, so the Lorentz force law reads $dp^\mu/d\tau=(q/c)\mathcal F^{\mu\nu}U_\nu$. It holds in every inertial frame for every $U$, and $p^\mu$ and $U^\mu$ transform with $\Lambda$, which forces $\mathcal F'=\Lambda\mathcal F\Lambda^T$. Take $\boldsymbol\beta$ along $x$ and $\mathbf B=0$. Rows 2 and 3 of $\Lambda$ are those of the unit matrix, and row 1 has $\Lambda_{10}=-\gamma\beta$, $\Lambda_{11}=\gamma$. Then
\begin{align}
-B'_z&=\mathcal F'^{12}=\Lambda_{10}\mathcal F^{02}+\Lambda_{11}\mathcal F^{12}=\gamma\beta E_y,\\
-B'_y&=\mathcal F'^{31}=\mathcal F^{30}\Lambda_{10}+\mathcal F^{31}\Lambda_{11}=-\gamma\beta E_z,\\
-B'_x&=\mathcal F'^{23}=\mathcal F^{23}=0 .
\end{align}
Since $\boldsymbol\beta\times\mathbf E=(0,-\beta E_z,\beta E_y)$, these are the components of the claim. $\square$

At leading order this is the Biot--Savart field of the proton, a charge $+1$ with velocity $-\mathbf v$ seen at displacement $\mathbf r$: $\mathbf B'=(-\mathbf v)\times\mathbf r/(cr^3)=\mathbf r\times\mathbf v/(cr^3)$. The field is parallel to the orbital angular momentum.

\paragraph{Lemma 5.} Under (A2)--(A4), in a purely electric laboratory field,
\begin{equation}
\frac{d\mathbf s}{dt}=\boldsymbol\omega\times\mathbf s,\qquad \boldsymbol\omega=\left(\frac g2-\frac{\gamma}{\gamma+1}\right)\frac{\mathbf E\times\mathbf v}{c^2}.
\label{eq:exact}
\end{equation}

\emph{Proof.} From $\mathbf s=R\,\mathbf s_F$, $d\mathbf s=dR\,R^{-1}\mathbf s+R\,d\mathbf s_F$. The first term is $\boldsymbol\omega_T\times\mathbf s\,dt$ by part (a). For the second, (A2) and (A3) give
\begin{equation}
d\mathbf s_F=-\frac{g}{2c}\,\mathbf s_F\times\mathbf B_F\,d\tau=\frac{g}{2c}\,\mathbf B_F\times\mathbf s_F\,d\tau .
\end{equation}
A rotation preserves cross products and $R\,\mathbf B_F=\mathbf B'$, so $R\,d\mathbf s_F=(g/2c)\,\mathbf B'\times\mathbf s\,d\tau$. With $d\tau=dt/\gamma$ and Lemma 4 the factors $\gamma$ cancel, and the Larmor rate in laboratory time is
\begin{equation}
\boldsymbol\omega_L=\frac{g}{2c}\,\frac{-\gamma\,\mathbf v\times\mathbf E}{c\,\gamma}=\frac g2\,\frac{\mathbf E\times\mathbf v}{c^2}.
\end{equation}
By (A4), $d(\gamma\mathbf v)/dt=\gamma\mathbf a+\dot\gamma\mathbf v=-\mathbf E$. The cross product with $\mathbf v$ removes the term in $\dot\gamma$ and leaves $\mathbf a\times\mathbf v=-\mathbf E\times\mathbf v/\gamma$. Insertion in \eqref{eq:thma} gives $\boldsymbol\omega_T=-[\gamma/(\gamma+1)]\,\mathbf E\times\mathbf v/c^2$, and the sum is \eqref{eq:exact}. $\square$

\emph{Proof of \eqref{eq:thmb}.} With $\gamma=1+\beta^2/2+\dots$, $\gamma/(\gamma+1)=1-1/(\gamma+1)=1-\tfrac12(1-\beta^2/4+\dots)=\tfrac12+\beta^2/8+\dots$. The bracket in \eqref{eq:exact} is $(g-1)/2$ at leading order. By (A1), $\mathbf E\times\mathbf v=\mathbf r\times\mathbf v/r^3$, and $\mathbf L=\mathbf r\times\gamma\mathbf v$ equals $\mathbf r\times\mathbf v$ at leading order. Thus
\begin{equation}
\boldsymbol\omega_L=\frac{g\,\mathbf L}{2c^2r^3},\qquad \boldsymbol\omega_T=-\frac{\mathbf L}{2c^2r^3},
\end{equation}
and the sum is \eqref{eq:thmb}. $\square$

\paragraph{Remark 3.} The ratio of the total rate to the Larmor rate is $(g-1)/g$. The Thomas term does not know about the magnetic moment; it depends on the velocity and acceleration alone. For $g=2$ the ratio is $1/2$, for $g=1$ the two rates cancel at this order, and for $g=0$ the spin turns backwards. For a general central potential energy $V(r)$ of electrostatic origin, the force $-\mathbf E=-\nabla V$ gives $\mathbf E=(V'/r)\,\mathbf r$, and $1/r^3$ is replaced by $V'/r$. If the central force exerts no torque on the spin in the non-rotating chain, there is no Larmor term, and by part (a) only the Thomas term $-(V'/r)\,\mathbf L/2c^2$ remains at this order. The factor one half is also a low-velocity statement: for $g=2$ the bracket in \eqref{eq:exact} is $1/(\gamma+1)$, which is $1/2$ of the Larmor value $g/2=1$ at $\gamma=1$ and tends to zero at high speed.

\paragraph{Lemma 6.} Over one revolution of a Kepler ellipse with angular momentum $L$, the spin turns about $\mathbf L$ by $\Delta\varphi=(g-1)\pi/(c^2L^2)$ to order $1/c^2$.

\emph{Proof.} At this order the orbit may be taken nonrelativistic, with $\mathbf L$ constant and $L=r^2\dot\theta$. Let $w=1/r$ as a function of $\theta$, so that $d/dt=Lw^2\,d/d\theta$. Then $\dot r=-Lw'$ and $\ddot r=-L^2w^2w''$. The radial equation $\ddot r-L^2/r^3=-1/r^2$ becomes $-L^2w^2(w''+w)=-w^2$, with solution $w=(1+e\cos\theta)/L^2$. The axis of \eqref{eq:thmb} is fixed, so the angles add, and $L\,dt=r^2d\theta$ gives
\begin{equation}
\Delta\varphi=\frac{g-1}{2c^2}\oint\frac{L\,dt}{r^3}=\frac{g-1}{2c^2}\int_0^{2\pi}\frac{1+e\cos\theta}{L^2}\,d\theta=\frac{(g-1)\pi}{c^2L^2}.\qquad\square
\end{equation}

The semi-major axis of this orbit is $a_0=\tfrac12L^2[1/(1+e)+1/(1-e)]=L^2/(1-e^2)$. At the closest point $\dot r=0$, and the energy is $\tfrac12L^2w^2-w=[(1+e)^2/2-(1+e)]/L^2=(e^2-1)/2L^2=-1/2a_0$.

We have shown that, to order $1/c^2$, the spin precesses at $(g-1)\,\mathbf L/(2c^2r^3)$, with the Thomas precession supplying the $-1$, and we have found the angle it turns through over one Kepler revolution. It remains to pass from this rate to the spin--orbit Hamiltonian, derive the $2p$ splitting, and compare the result with the Dirac equation and with numerical calculations.
